# Kramers' Rate at High Friction from Flux over a Harmonic Barrier

A group in a liquid metal-organic precursor changes place by moving along one coordinate $x$ over a potential barrier, while the surrounding liquid pushes it at random and drags on it. How much slower is this than transition-state theory says?

The moving group has mass $m$ and velocity $v$. The reactant well lies at negative $x$, the barrier top at $x=0$, the product at positive $x$. Energies are measured from the well bottom, and

$$U\simeq \tfrac12 m\omega_0^2(x-x_0)^2\ \text{(well)},\qquad U\simeq E_b-\tfrac12 m\omega_b^2x^2\ \text{(barrier)}.$$

The liquid exerts a drag $-m\gamma v$ and a random force $R$:

$$m\dot v=-U'(x)-m\gamma v+R(t),\qquad \langle R(t)R(t')\rangle=2m\gamma kT\,\delta(t-t').$$

The rates $\omega_0,\omega_b,\gamma$ are all angular rates in s$^{-1}$. We assume $E_b\gg kT$ and friction strong enough to keep the well in thermal equilibrium. Write $\theta=kT/m$.

**(a) Find the equation for the phase-space density $p(x,v,t)$ and its equilibrium solution.**

In a short time $dt$, $x$ changes by $v\,dt$. The velocity changes on average by $(-U'/m-\gamma v)dt$, with variance $2m\gamma kT\,dt/m^2=2\gamma\theta\,dt$. For a smooth function $f(x,v)$, expansion to first order in $dt$ gives

$$\frac{d\langle f\rangle}{dt}=\Big\langle v f_x-\Big(\frac{U'}{m}+\gamma v\Big)f_v+\gamma\theta f_{vv}\Big\rangle .$$

Write the averages as integrals over $p$ and move the derivatives from $f$ to $p$ by parts. Since $f$ is arbitrary,

$$\frac{\partial p}{\partial t}=-v\,p_x+\frac{U'}{m}p_v+\gamma\,\partial_v\big(vp+\theta p_v\big).$$

For $p_{eq}=Z^{-1}e^{-(mv^2/2+U)/kT}$ we have $\theta\,\partial_vp_{eq}=-v\,p_{eq}$, so the last bracket vanishes. The first two terms are $+vU'p_{eq}/kT$ and $-vU'p_{eq}/kT$, which cancel.

**(b) Find the transition-state rate.**

Normalize $p_{eq}$ to one particle in the reactant well. The two Gaussian integrals give

$$Z=\sqrt{2\pi\theta}\,\sqrt{\frac{2\pi\theta}{\omega_0^2}}=\frac{2\pi\theta}{\omega_0}.$$

Transition-state theory counts every rightward crossing of $x=0$ as a reaction. Because $\int_0^\infty v\,e^{-v^2/2\theta}dv=\theta$,

$$k_{TST}=\frac{e^{-E_b/kT}}{Z}\,\theta=\frac{\omega_0}{2\pi}e^{-E_b/kT}.$$

Friction does not appear. It enters through recrossing: a group that has passed the top may be knocked back.

**(c) Find the stationary density near the barrier when particles are supplied in the well and removed beyond the barrier.**

Set $p=p_{eq}F$, with $F\to1$ towards the well and $F\to0$ towards the product. The terms $-v\partial_x+(U'/m)\partial_v$ are first order and annihilate $p_{eq}$, so they act on $F$ alone. In the friction term,

$$vp+\theta p_v=\theta p_{eq}F_v,\qquad \partial_v(\theta p_{eq}F_v)=p_{eq}(\theta F_{vv}-vF_v).$$

With $U'/m=-\omega_b^2x$, the stationary equation becomes

$$-vF_x-\omega_b^2xF_v-\gamma vF_v+\gamma\theta F_{vv}=0.$$

Try a function of one combination, $s=cx-v$. Then $F_x=cF'$, $F_v=-F'$, $F_{vv}=F''$, and

$$\big[\omega_b^2x-(c-\gamma)v\big]F'+\gamma\theta F''=0.$$

This is an equation in $s$ alone if the bracket equals $\lambda s=\lambda cx-\lambda v$. Matching coefficients gives $c=\lambda+\gamma$ and

$$\lambda(\lambda+\gamma)=\omega_b^2 .$$

Now $F''=-(\lambda/\gamma\theta)\,sF'$, so $F'\propto e^{-s^2/2\sigma^2}$ with $\sigma^2=\gamma\theta/\lambda$. A bounded $F$ needs $\lambda>0$, which selects the positive root. The boundary values fix

$$F=\frac{1}{\sqrt{2\pi\sigma^2}}\int_s^\infty e^{-q^2/2\sigma^2}dq=\tfrac12\,\mathrm{erfc}\!\left(\frac{s}{\sqrt{2\sigma^2}}\right).$$

The root $\lambda$ has a direct meaning. Without noise, $\ddot x=\omega_b^2x-\gamma\dot x$, and a trial solution $e^{\lambda t}$ gives the same quadratic. Thus $\lambda$ is the rate at which a particle slides off the top against drag.

**(d) Compute the flux and the escape rate.**

The flux is

$$J=\int vp\,dv=\frac{e^{-E_b/kT}}{Z}e^{\omega_b^2x^2/2\theta}\int v\,e^{-v^2/2\theta}F\,dv .$$

Use $v e^{-v^2/2\theta}=-\theta\,\partial_ve^{-v^2/2\theta}$ and integrate by parts. The end terms vanish, and $F_v=(2\pi\sigma^2)^{-1/2}e^{-(v-cx)^2/2\sigma^2}$. The product of two Gaussians then integrates to

$$\int v\,e^{-v^2/2\theta}F\,dv=\theta\sqrt{\frac{\theta}{\theta+\sigma^2}}\;e^{-c^2x^2/2(\theta+\sigma^2)} .$$

Here $\theta+\sigma^2=\theta(\lambda+\gamma)/\lambda=\theta c/\lambda$. The exponent is therefore $-c\lambda x^2/2\theta=-\omega_b^2x^2/2\theta$, which cancels the growing factor in $J$. The flux is the same at every $x$, as a stationary state requires. The square root is

$$\sqrt{\frac{\lambda}{\lambda+\gamma}}=\sqrt{\frac{\lambda^2}{\omega_b^2}}=\frac{\lambda}{\omega_b}.$$

The well holds one particle, so the flux is the rate:

$$k=\kappa\,k_{TST},\qquad \kappa=\frac{\lambda}{\omega_b}=\sqrt{1+\frac{\gamma^2}{4\omega_b^2}}-\frac{\gamma}{2\omega_b}.$$

**(e) Take the high-friction limit and find its error.**

Let $g=\gamma/\omega_b$. Dividing $\lambda(\lambda+\gamma)=\omega_b^2$ by $\omega_b^2$ gives $\kappa^2+g\kappa=1$. Division by $g\kappa$ then gives

$$\frac{1/g}{\kappa}=1+\frac{\kappa}{g}.$$

Since $\kappa<1/g$, the simple factor $1/g$ exceeds $\kappa$ by a relative amount below $1/g^2$. For $\gamma\gg\omega_b$,

$$\boxed{k\simeq\frac{\omega_b}{\gamma}\,k_{TST}=\frac{\omega_0\omega_b}{2\pi\gamma}e^{-E_b/kT}}$$

The reduction by barrier frequency over friction rate is thus a limit. At $g=2$ it gives 0.5, whereas $\kappa=0.414$. For small $g$, $\kappa\to1-g/2$ and the transition-state rate returns, but this end cannot be followed to $\gamma=0$. There the liquid no longer replaces the energetic particles lost from the well, and the equilibrium assumption fails.

**(f) Recover the limit from motion in position alone.**

Let $\rho=\int p\,dv$ and $j=\int vp\,dv$. Multiplying the equation of part (a) by $v$ and integrating over $v$ gives

$$\dot j=-\partial_x\!\int v^2p\,dv-\frac{U'}{m}\rho-\gamma j .$$

At high friction the velocities stay nearly thermal, so $\int v^2p\,dv\simeq\theta\rho$, and $\dot j$ is small beside $\gamma j$. Hence

$$j=-D\Big(\rho'+\frac{U'}{kT}\rho\Big)=-D\,e^{-U/kT}\frac{d}{dx}\big(e^{U/kT}\rho\big),\qquad D=\frac{kT}{m\gamma}.$$

For constant $j$, multiply by $e^{U/kT}$ and integrate from the well to the product, where $\rho=0$. In the equilibrated well $e^{U/kT}\rho=1/\int_{well}e^{-U/kT}dx$, so

$$k=\frac{D}{\int_{barrier}e^{U/kT}dx\int_{well}e^{-U/kT}dx}.$$

The harmonic integrals are $e^{E_b/kT}\sqrt{2\pi kT/m\omega_b^2}$ and $\sqrt{2\pi kT/m\omega_0^2}$. Their product is $2\pi kT\,e^{E_b/kT}/(m\omega_0\omega_b)$, which returns the boxed rate. In terms of the drag coefficient $\zeta=m\gamma$ and the curvatures $K_i=m\omega_i^2$, the prefactor is $\sqrt{K_0K_b}/(2\pi\zeta)$. At fixed drag coefficient and potential, the mass has dropped out.

**(g) Find the first correction for a finite barrier in $U=E_b(1-x^2/a^2)^2$.**

Put $B=E_b/kT$ and $y=x/a$. At the top $U/kT=B-2By^2+By^4$, so $m\omega_b^2=4E_b/a^2$. The Gaussian weight $e^{-2By^2}$ has variance $1/4B$, and $\langle y^4\rangle=3/16B^2$. The barrier integral is multiplied by $1+B\langle y^4\rangle=1+3/(16B)$.

In the well put $y=-1+z$. Then $U/kT=4Bz^2-4Bz^3+Bz^4$, and $m\omega_0^2=8E_b/a^2$. The variance of $z$ is $1/8B$, so $\langle z^4\rangle=3/64B^2$ and $\langle z^6\rangle=15/512B^3$. The cubic term averages to zero in first order but contributes in second:

$$1-B\langle z^4\rangle+\tfrac12(4B)^2\langle z^6\rangle=1-\frac{3}{64B}+\frac{15}{64B}=1+\frac{3}{16B}.$$

Both integrals stand in the denominator, so at high friction the rate is multiplied by $1-3/(8B)$ to this order.

**(h) Evaluate the rate for a butoxy-sized group exchanging between two equivalent sites in a viscous alkoxide liquid.**

Take round model values: mass 73 u, barrier 0.50 eV, wells 0.30 nm apart ($a=0.15$ nm), 350 K, viscosity $\eta=5$ mPa s and hydrodynamic radius $r=0.30$ nm. The barrier curvature is

$$K_b=\frac{4(0.50\ \text{eV})}{(0.15\ \text{nm})^2}=14.2\ \text{N/m},$$

so $\omega_b=\sqrt{K_b/m}=10.8$ ps$^{-1}$ and $\omega_0=\sqrt2\,\omega_b=15.3$ ps$^{-1}$. Stokes' drag on a sphere to which the liquid sticks gives $\zeta=6\pi\eta r=2.83\times10^{-11}$ kg/s and $\gamma=\zeta/m=233$ ps$^{-1}$. Thus $g=21.5$, well inside the high-friction regime if the drag acts without delay.

With $kT=0.0302$ eV, $B=16.6$ and $e^{-B}=6.31\times10^{-8}$. Then

$$k_{TST}=\frac{15.3\times10^{12}\ \text{s}^{-1}}{2\pi}(6.31\times10^{-8})=1.54\times10^5\ \text{s}^{-1},$$

$$k=0.0465\,k_{TST}=7.16\times10^3\ \text{s}^{-1}.$$

The mean time before leaving a well is $1/k=140$ μs. The full $\kappa$ lowers this rate by only 0.2%.

For drag without delay, the assumptions hold within the model. The well relaxes in about $\gamma/\omega_0^2=1$ ps, far less than 140 μs. The barrier region that matters has width $\sqrt{kT/K_b}=0.018$ nm, small beside $a$.

A test without the harmonic approximation takes the slowest decay rate of the full phase-space equation in the quartic potential. Populations of two equal wells equalize at $2k$, so half that decay rate is the one-way rate. It is 6973 s$^{-1}$, or 0.976 of the full Kramers rate; part (g) predicts 0.977. The integrals of part (f), evaluated with the quartic potential, give 6987 s$^{-1}$. Doubling the friction multiplies the phase-space rate by 0.501, and doubling the mass at fixed drag coefficient by 0.998.

The same potential at lower friction separates the two forms of the reduction factor:

| $\gamma/\omega_b$ | numerical $k/k_{TST}$ | $\kappa$ | $\omega_b/\gamma$ |
|---|---|---|---|
| 2 | 0.407 | 0.414 | 0.500 |
| 5 | 0.188 | 0.193 | 0.200 |

The full $\kappa$ is within about 2% in both rows, a difference of the size expected from the finite barrier.

**(i) The liquid does not respond instantly. Find $\kappa$ when the friction has a memory time $\tau$.**

Let $z$ now be the acceleration due to the liquid. Near the top,

$$\dot x=v,\qquad \dot v=\omega_b^2x+z,\qquad \dot z=-\frac z\tau-\frac{\gamma}{\tau}v+\xi(t),$$

with $\langle\xi(t)\xi(t')\rangle=(2\gamma\theta/\tau^2)\delta(t-t')$. This noise gives $z$ the equilibrium variance $\gamma\theta/\tau$. For slow motion $z$ averages to $-\gamma v$, the former drag.

Seek $Y=\alpha x+v+\beta z$ obeying $\dot Y=\lambda Y+\beta\xi$. The coefficients of $x$, $v$ and $z$ require

$$\omega_b^2=\lambda\alpha,\qquad \alpha-\frac{\beta\gamma}{\tau}=\lambda,\qquad 1-\frac\beta\tau=\lambda\beta .$$

The last gives $\beta=\tau/(1+\lambda\tau)$, and the others then give

$$\lambda\Big(\lambda+\frac{\gamma}{1+\lambda\tau}\Big)=\omega_b^2 .$$

A trajectory starting at $x=0$ ends on the side given by the sign of $Y_\infty=v_0+\beta z_0+\beta\int_0^\infty e^{-\lambda t}\xi\,dt$. Its variance is

$$\theta+\frac{\beta^2\gamma\theta}{\tau}+\frac{\beta^2\gamma\theta}{\lambda\tau^2}=\theta\Big[1+\frac{\gamma}{\lambda(1+\lambda\tau)}\Big]=\frac{\theta\alpha}{\lambda}=\frac{\theta\omega_b^2}{\lambda^2}.$$

Per unit density at $x=0$, the reactive flux is the equilibrium average of $v_0$, with zero counted for every trajectory that does not end as product. Trajectories that also began as product cross equally often each way and cancel; those from the reactant count once. For Gaussian variables, the mean of $v_0$ at given $Y_\infty$ is $Y_\infty\langle v_0Y_\infty\rangle/\langle Y_\infty^2\rangle$. Averaging $Y_\infty$ over its positive values, with zero counted for the negative ones, gives $\sqrt{\langle Y_\infty^2\rangle/2\pi}$. The flux average is therefore $\langle v_0Y_\infty\rangle/\sqrt{2\pi\langle Y_\infty^2\rangle}$, with $\langle v_0Y_\infty\rangle=\theta$. Dividing by the one-way value $\sqrt{\theta/2\pi}$ gives $\kappa=\sqrt{\theta/\langle Y_\infty^2\rangle}=\lambda/\omega_b$ again, now with the new $\lambda$. At $\tau=0$ it is the result of part (d).

For a chosen $\tau=0.2$ ps, $\kappa=0.0515$: memory raises the rate by 11%. In the equation for $\lambda$, the lag of the drag divides the friction rate by $1+\lambda\tau=1.11$. The gain depends strongly on $\tau$: the same equation gives $\kappa=0.092$ at 1 ps and 0.35 at 2 ps. With such a long memory the liquid also damps the fast oscillation in the well only weakly. The well can then lose equilibrium, and a group that has crossed can bounce back before it sheds its energy, so the true rate can lie well below this parabolic-barrier estimate. Stochastic trajectories in the quartic potential give $\kappa\approx0.21$ at 2 ps, about 40% below 0.35.

**(j) How far can the number be trusted for a real precursor?**

The barrier, path and site spacing here are chosen, not computed for a particular compound. An error of 0.05 eV in the barrier changes the Boltzmann factor, and at fixed curvatures the rate, by a factor of 5.2. Bulk viscosity is also a doubtful measure of drag on one group. If the liquid slips at its surface, Stokes' factor $6\pi$ becomes $4\pi$ and the rate is multiplied by 1.50. If the rest of the molecule, of assumed radius 0.50 nm, also diffuses, the two diffusion constants add and the rate is multiplied by $1+0.30/0.50=1.6$, with their mutual flow ignored. Should the exchange feel only a small part of the estimated drag, the classical rate in this potential could rise towards $k_{TST}$, by a factor below 22. With almost no drag it would fall again, because the well loses equilibrium. The memory time of the drag is uncertain too. A shear modulus of 1 GPa, for example, would give a relaxation time $\eta/(1\ \text{GPa})=5$ ps, long enough to raise the rate severalfold. The equation of part (i) would give $\kappa=0.78$ there, a gain of about 17, but it overestimates at such long memory; trajectories in the quartic potential give about 0.29, a gain of about 6. Coupling to other molecular motions is not sized.

Quantum effects are small here. A frictionless estimate replaces the classical well sum by that over oscillator levels, and sharp passage at the top by transmission through a parabolic barrier. The factors are 1.005 and 1.002, together 1.007. For this example the barrier height and the molecular drag, with its memory, therefore deserve attention before tunnelling does.

## Computed results

```
Temperature: 350 K
Moving mass: 73 u
Barrier height: 0.5 eV
Distance between wells: 0.3 nm
Viscosity: 5 mPa s
Hydrodynamic radius: 0.3 nm
Thermal energy: 0.03016 eV
Barrier / thermal energy: 16.58
Boltzmann factor: 6.314e-08
Barrier curvature magnitude: 14.24 N/m
Barrier angular frequency wb: 10.84 ps^-1
Well angular frequency w0: 15.33 ps^-1
Stokes drag coefficient: 2.827e-11 kg/s
Friction rate gamma: 233.2 ps^-1
gamma / wb: 21.52
Full kappa: 0.0463701
Limit wb / gamma: 0.04647
Excess of limit over full kappa: 0.2155 %
Transition-state rate: 1.54e+05 s^-1
Kramers rate, full kappa: 7143 s^-1
Kramers rate, high-friction limit: 7158 s^-1
Lifetime from high-friction limit: 139.7 us
Thermal barrier length: 0.01842 nm
Velocity memory length: 0.000856 nm
Well relaxation time gamma/w0^2: 0.9927 ps
Phase-space numerical rate: 6973 s^-1
Position-only numerical rate: 6987 s^-1
Phase-space rate / full Kramers rate: 0.97619
Predicted finite-barrier factor: 0.97738
Numerical rate / TST at gamma/wb=2: 0.4068
Full kappa at gamma/wb=2: 0.4142
wb/gamma at gamma/wb=2: 0.5
Numerical rate / TST at gamma/wb=5: 0.1883
Full kappa at gamma/wb=5: 0.1926
wb/gamma at gamma/wb=5: 0.2
Numerical rate factor, friction doubled: 0.50077
Numerical rate factor, mass doubled at fixed drag: 0.99796
Chosen solvent memory time: 0.2 ps
Kappa with solvent memory: 0.05152
Rate factor from solvent memory: 1.111
Rate factor from slip drag: 1.496
Radius of remaining molecule: 0.5 nm
Rate factor from recoil, no mutual flow: 1.6
Quantum well factor, no friction: 1.0047
Quantum barrier factor, no friction: 1.0023
Combined quantum factor: 1.007
Chosen barrier error: 0.05 eV
Rate factor for that barrier error: 5.248
```
